# Why bimolecular recombination can show an order above two in thin films

**Question**

I am stuck on an exercise about a thin solar-cell film at open circuit. The recombination rate per volume goes as \(R\propto\exp(eV/kT)\), and the mean stored electron density goes as \(N\propto\exp(eV/(m\,kT))\). I am asked to show that nonuniform carrier profiles with \(m>2\) mimic recombination of order \(m\).

Eliminating \(V\) is easy, but I don't see the physics. If one electron meets one hole, the local rate is \(knp\), which is second order everywhere. How can averaging over the film change the order? Why should \(m\) exceed two rather than fall below it, and is \(m\) really a constant?

**Answer**

Start with the elimination. Put \(v=eV/kT\). The apparent order is the slope of \(\ln R\) against \(\ln N\):

\[
\frac{d\ln R}{d\ln N}=\frac{d\ln R/dv}{d\ln N/dv}=\frac{1}{1/m}=m .
\]

This uses no local rate law, so it cannot tell you how many carriers take part in an event. What remains is to find \(m\) when the local law is bimolecular. In general \(m\) depends on voltage, so I define it by \(1/m=d\ln N/dv\) at each voltage.

**The rate does not feel the profile**

Take an undoped film, \(0<x<L\), with a cathode at \(x=0\) that exchanges only electrons and an anode at \(x=L\) that exchanges only holes. Each contact fixes its majority density at the same value \(n_c\). Assume Boltzmann statistics, uniform generation \(G\), and net recombination \(R=k(np-n_i^2)\).

At open circuit, flat quasi-Fermi levels give zero electron and hole currents, and they make \(np=n_i^2e^{v}\) the same at every point. Both continuity equations then reduce to \(G=R\), which a uniform \(G\) satisfies everywhere. Dropping \(n_i^2\) beside \(np\),

\[
R=kn_i^2e^{v},
\]

however unequal \(n\) and \(p\) may be. The profile affects \(N\), not this relation.

Let \(V_{bi}\) be the voltage at which \(n=p=n_c\) throughout, so \(n_c^2=n_i^2e^{eV_{bi}/kT}\). With \(u=e(V_{bi}-V)/kT\),

\[
np=n_c^2e^{-u},\qquad du=-dv .
\]

**How the stored charge responds**

Write \(y=x/L\) and \(n=n_ce^{\phi}\), so \(p=n_ce^{-\phi-u}\). For a flat electron level, \(\phi\) is the electrostatic potential relative to the cathode in units of \(kT/e\). Poisson's equation becomes

\[
\phi''=\kappa^2\frac{n-p}{n_c},\qquad
\kappa=\frac{L}{\lambda},\qquad
\lambda^2=\frac{\varepsilon kT}{e^2n_c},
\]

where primes mean \(d/dy\). The contact densities require \(\phi(0)=0\) and \(\phi(1)=-u\).

Let \(\theta=\partial\ln n/\partial v\) at fixed \(y\). Since \(\ln n+\ln p\) rises by \(dv\), we have \(\partial\ln p/\partial v=1-\theta\). Differentiating Poisson's equation and its boundary values gives

\[
\theta''=\frac{\kappa^2}{n_c}\left[n\theta-p(1-\theta)\right],
\qquad \theta(0)=0,\quad\theta(1)=1,
\]

\[
\frac1m=\frac{1}{N}\frac{dN}{dv}=\frac{\int_0^1 n\theta\,dy}{\int_0^1 n\,dy}.
\]

So \(1/m\) is the local response averaged with weight \(n\). Electrons near the cathode are pinned and respond weakly. If most electrons sit there, \(m\) is large.

**Proof that \(m>2\) below flat band**

First, \(1/m\) is positive. If \(\theta\) had an interior minimum with \(\theta\le0\), then \(\theta''\ge0\) there. But the right side is \(\kappa^2[(n+p)\theta-p]/n_c<0\), a contradiction. Hence \(\theta>0\) inside the film.

Next use the symmetry. Put \(\chi=\phi+u/2\). Then \(n=n_ce^{-u/2}e^{\chi}\), \(p=n_ce^{-u/2}e^{-\chi}\), and

\[
\chi''=2\kappa^2e^{-u/2}\sinh\chi,\qquad \chi(0)=\frac u2,\quad \chi(1)=-\frac u2 .
\]

The right side increases with \(\chi\), so the solution is unique: the difference of two solutions could have neither a positive maximum nor a negative minimum. Since \(-\chi(1-y)\) solves the same problem, \(\chi\) is odd about the midplane, and \(n(1-y)=p(y)\).

For \(u>0\), \(\chi\) cannot have a negative minimum in the cathode half, because \(\sinh\chi<0\) there would make \(\chi''<0\). Nor can it touch zero with zero slope, since it would then vanish everywhere. Thus \(\chi>0\), and \(n(y)>p(y)=n(1-y)\), for \(0\le y<1/2\).

Now set \(\psi=\theta-\tfrac12\), which is also odd about the midplane. Substitution gives

\[
\psi''=\frac{\kappa^2}{n_c}\left[(n+p)\psi+\frac{n-p}{2}\right],
\qquad \psi(0)=-\frac12,\quad \psi(1/2)=0 .
\]

In the cathode half an interior maximum with \(\psi\ge0\) would need \(\psi''\le0\), while the right side is positive. So \(\psi<0\) there. Folding the anode half onto the cathode half,

\[
\frac1m-\frac12=\frac1N\int_0^1n\psi\,dy
=\frac1N\int_0^{1/2}\psi(y)\,[n(y)-n(1-y)]\,dy<0 .
\]

Therefore \(2<m<\infty\) for \(u>0\), given equal contact densities, on which the symmetry argument depends. At \(u=0\) the profile is uniform, the bracket vanishes, and \(m=2\).

**Two limits**

*Weak space charge.* For \(\kappa\to0\), \(\phi=-uy\), and

\[
N=n_c\int_0^1e^{-uy}dy=n_c\frac{1-e^{-u}}{u},
\]

\[
\frac1m=-\frac{d\ln N}{du}=\frac1u-\frac{1}{e^u-1}.
\]

Near flat band \(1/m\approx\frac12-u/12\); far below it \(m\approx u\). Replacing \(u\) by \(-u\) turns \(1/m\) into \(1-1/m\), so above flat band this limit gives \(m<2\). Nonuniformity alone is not enough: the electrons must be crowded at the contact that pins them.

*Thick film.* Let \(w=e^{-u/4}\), \(a=\sqrt2\,\kappa w\) and \(n_b=n_cw^2\). For \(a\gg1\) the interior is neutral, with \(n=p=n_b\). Multiply \(\chi''=a^2\sinh\chi\) by \(\chi'\) and integrate from the interior, where \(\chi=\chi'=0\):

\[
\frac{\chi'^2}{2}=a^2(\cosh\chi-1)=2a^2\sinh^2\frac\chi2 .
\]

At the cathode \(\chi'=-2a\sinh(\chi/2)\). Since \(n-n_b=2n_be^{\chi/2}\sinh(\chi/2)\), the excess is

\[
\int(n-n_b)\,dy=\frac{n_b}{a}\int_0^{u/2}e^{\chi/2}d\chi
=\frac{2n_b}{a}\left(\frac1w-1\right).
\]

At the anode put \(s=-\chi\), so \(s'=2a\sinh(s/2)\) and \(n-n_b=-2n_be^{-s/2}\sinh(s/2)\). The contribution is

\[
-\frac{n_b}{a}\int_0^{u/2}e^{-s/2}ds=-\frac{2n_b}{a}(1-w).
\]

The two add to \(2n_b(1-w)^2/(aw)\). With \(n_b/(aw)=n_c/(\sqrt2\,\kappa)\) and \(b=\sqrt2/\kappa\),

\[
\frac N{n_c}=w^2+b(1-w)^2 .
\]

Because \(dw/dv=w/4\),

\[
\frac1m=\frac12\,\frac{w^2-bw(1-w)}{w^2+b(1-w)^2}.
\]

The interior term \(w^2\) grows as \(e^{v/2}\), which is ordinary second order. For \(u>0\) the contact term shrinks as \(V\) rises, so \(N\) grows more slowly and the order goes up. As \(b\to0\) at fixed \(u\), \(m\to2\).

**Numbers for a 100 nm film**

Take \(T=300\) K (\(kT/e=25.85\) mV), relative permittivity 3.5, \(n_c=10^{17}\) cm\(^{-3}\), \(k=10^{-11}\) cm\(^3\)/s and, at full light, \(G=5\times10^{21}\) cm\(^{-3}\)s\(^{-1}\). Then \(\lambda=7.07\) nm, \(\kappa=14.14\) and \(b=0.100\). From \(G=kn_c^2e^{-u}\),

\[
u=\ln\frac{10^{-11}\times10^{34}}{5\times10^{21}}=\ln20=3.00 .
\]

With a gap of 1.20 eV and an effective density of states of \(10^{20}\) cm\(^{-3}\), each injection barrier is \(kT\ln(10^{20}/10^{17})=0.1786\) eV. Hence \(V_{bi}=1.20-2(0.1786)=0.843\) V, and \(V=0.843-3.00(0.02585)=0.765\) V.

The thick-film formula has \(w=20^{-1/4}=0.473\), so

\[
\frac N{n_c}=0.2236+0.100(0.527)^2=0.2514,
\]

\[
\frac1m=\frac12\,\frac{0.2236-0.0249}{0.2514}=0.395,\qquad m=2.53 .
\]

Solving the full Poisson equation by finite differences and Newton iteration gives:

| Light | \(V\) (V) | \(N\) (cm\(^{-3}\)) | \(m\) |
|---|---|---|---|
| 1 | 0.765 | \(2.51\times10^{16}\) | 2.53 |
| 0.1 | 0.706 | \(1.23\times10^{16}\) | 4.50 |
| 0.01 | 0.646 | \(8.56\times10^{15}\) | 9.13 |

At light 0.1, \(a\) is only 5.3 and the thick-film formula gives 4.87, about 8% above the full solution.

So \(m\) is not constant. A straight-line fit of \(\ln R\) against \(\ln N\), at nine logarithmically spaced light levels from 0.1 to 1, gives order 3.2. The fitted rate misses the model rate by at most 11% of the latter. That is the sense in which the film mimics a fixed order: over a limited range, and roughly.

**Telling it from a true higher order**

Suppose you treat the film as uniform and define \(k_{eff}=R/N^2\). By symmetry the mean hole density is also \(N\), and Cauchy–Schwarz gives

\[
np=\left(\int_0^1\sqrt{np}\,dy\right)^2\le\int_0^1n\,dy\int_0^1p\,dy=N^2,
\]

so \(k_{eff}\le k\). At full light \(k_{eff}/k=0.05/0.251^2=0.79\); at light 0.01 it is 0.07. Electrons and holes are kept apart, and the separation is stronger at low voltage.

Thickness exposes the effect. At full light, with \(G\), \(k\) and \(n_c\) held fixed, films of 50, 100, 200 and 400 nm have \(m=3.03\), 2.53, 2.25 and 2.12. Their mean densities fall from \(2.76\times10^{16}\) to \(2.31\times10^{16}\) cm\(^{-3}\). A uniform film with a local law \(R=Kn^m\) and no contact loss would keep both \(N\) and the order unchanged. In real films, surface recombination and optical interference can also make them depend on thickness, so a thickness trend alone does not prove that nonuniform profiles are the cause. Nor are profiles the only source of \(m>2\) under a bimolecular law. If most stored charge sits in an exponential tail of states of width \(E_{ch}>kT\) and only free carriers recombine, a uniform film has \(R\propto e^{v}\) and \(N\propto\exp(eV/2E_{ch})\), so \(m\approx2E_{ch}/kT\), independent of thickness.

Light-off decays need one more term. With holes blocked at the cathode and zero total current, the electron flux into the film is \((\varepsilon/e)\,dE(0)/dt\), where \(E\) is the field along \(+x\). Thus

\[
\frac{d}{dt}\left[LN-\frac{\varepsilon E(0)}{e}\right]=-LR .
\]

As \(V\) falls, \(E(0)\) rises, so electrode charge also feeds recombination. If the profiles follow \(V\) quasi-statically, its change is 11% of the change in \(LN\) at the full-light voltage and 28% at the light-0.01 voltage. At a mobility of \(10^{-4}\) cm\(^2\)/Vs the profiles lag somewhat: in a decay started from flat band the two ratios are 13% and 29%, and the mean rate is about 15% below the steady rate at the same \(V\). Hence \(-dN/dt\) is not \(R\), and the orders above refer to steady light.

**Beside a real device**

These parameters lie in the regime of an organic bulk-heterojunction cell; they are rough typical values, not a fit to one. The contact density is poorly known, and it matters: halving or doubling \(n_c\) at fixed full light gives \(m=2.2\) or 3.0. At 330 K, with the same barriers, density of states and \(k\), \(m\) is also 3.0. Unequal contacts can reverse the inequality for one carrier: with \(0.1\,n_c\) at the cathode and \(10\,n_c\) at the anode, full light gives order 1.83 for electrons and 4.15 for holes. Note also that \(N\) includes the electrons the contacts inject in the dark, \(2.85\times10^{15}\) cm\(^{-3}\) at \(V=0\). Counting only the excess over that state lowers the three orders in the table to 2.24, 3.46 and 6.09, and near flat band it gives an order below two (1.96 at light 10); adding the electrode charge as well gives 3.03 at full light. Real generation is not uniform. A drift–diffusion solution with mobility \(10^{-4}\) cm\(^2\)/Vs for both carriers and \(G\) multiplied by \(1+0.5\cos\pi y\) gives order 2.54 instead of 2.53, if \(N\) is replaced by the average of the mean electron and hole densities. The two means are no longer equal. Reversing the tilt swaps them, so their average hides any shift linear in the tilt; the order based on electrons alone moves more, to 2.57 for this tilt and 2.52 for the reversed one.

Perfect selectivity is a stronger assumption. The minority density at a contact is \(G/(kn_c)=5\times10^{15}\) cm\(^{-3}\), so a surface recombination velocity of \(GL/(5\times10^{15}\,\text{cm}^{-3})=10\) cm/s would already make the loss there equal to the bulk loss, if the profile stayed unchanged. It does not: at mobility \(10^{-4}\) cm\(^2\)/Vs transport limits the supply of minority carriers, and with leakage at both contacts the loss per contact is about 0.27 of the bulk loss at 10 cm/s and 0.37 at \(10^4\) cm/s, while \(d\ln G/d\ln N\) rises to about 2.63 and 2.66. Mean-field theory is also marginal near the contacts. The image energy \(e^2/(16\pi\varepsilon x)\) equals \(kT\) at \(x=4\) nm, comparable with \(\lambda\), and the Coulomb length \(e^2/(4\pi\varepsilon kT)\) is 0.74 of the carrier spacing \(n_c^{-1/3}\). I have not calculated how these Coulomb effects change \(m\), so the orders given here belong to the model and are not predictions for a real cell.
